# Cancellation of Secular Divergences in the Third-Order Response: the Orr–Ward Formula

## What goes wrong without the result

The third-order polarizability $\gamma$ of a quantum system can be written as a sum over three intermediate states. If the ground state is allowed among them, some energy denominators contain photon frequencies alone, and they vanish in ordinary situations: a static field, or intensity-dependent refraction, where the frequencies $\omega,-\omega,\omega$ contain pairs that add to zero. In the model well computed below, detuning one photon by 0.001 eV from that condition gives a single term of size 61 e Å⁴/V³, although $\gamma$ itself is about $-0.025$ e Å⁴/V³.

Striking out the ground state is no cure. In the same well, with the dipole measured from its ground-state mean, it gives a static value of $+0.178$ e Å⁴/V³ instead of $-0.021$, which has the wrong sign. For a harmonic oscillator it gives a large response where there is none. In both systems the divergent terms leave a finite negative remainder, and that remainder must be kept.

## Conventions and the formula

Atomic units are used in the algebra. The system has eigenstates $|n\rangle$ of $H_0$ with energies $\omega_n$ measured from a nondegenerate ground state $g$, so $\omega_g=0$. The Hamiltonian is

$$H(t)=H_0-\sum_a\mu_aE_a(t),\qquad E_a(t)=\sum_j E_j e^{-i\omega_jt},$$

where the second sum runs over the components polarized along $a$. Let $\mu^j$ be the dipole operator along the polarization of component $j$, and $\mu^0$ the observed dipole component. The third-order dipole defines $\gamma$:

$$\langle\mu^0\rangle^{(3)}=\frac16\sum_{1,2,3}\gamma\,E_1E_2E_3\,e^{-i\omega_\sigma t},\qquad \omega_\sigma=\omega_1+\omega_2+\omega_3 .$$

The sum runs over ordered triples of components. With $\omega_0=-\omega_\sigma$ the four frequencies add to zero. The field is switched on slowly by giving each $\omega_j$ a small imaginary part, $\omega_j\to\omega_j+i\eta$, which multiplies the field by $e^{\eta t}$. The field is real, so each component $(\omega_j,E_j)$ has a partner $(-\omega_j^*,E_j^*)$. Taking the adjoint of a ket and renaming components therefore reverses the order of the operators and changes the sign of each frequency in the denominators. This is the **adjoint rule**.

With $\bar\mu=\mu-\langle g|\mu|g\rangle$, the Orr–Ward formula is

$$\gamma=\sum_P\Big[\sum_{l,m,n\neq g}\frac{\bar\mu^0_{gl}\bar\mu^1_{lm}\bar\mu^2_{mn}\bar\mu^3_{ng}}{(\omega_l+\omega_0)(\omega_m-\omega_2-\omega_3)(\omega_n-\omega_3)}-\sum_{l,n\neq g}\frac{\bar\mu^0_{gl}\bar\mu^1_{lg}\bar\mu^2_{gn}\bar\mu^3_{ng}}{(\omega_l+\omega_0)(\omega_n-\omega_3)(\omega_n+\omega_2)}\Big].\tag{1}$$

$P$ runs over the 24 orderings of the labels 0, 1, 2, 3, each label carrying its operator and its frequency. The first sum is called the ladder part and the second, with its minus sign, the renormalization part. Every denominator contains an excitation energy, so (1) stays finite when a frequency or a pair sum vanishes. It can diverge at true resonances, where $\omega_n$ matches a sum of one, two or three of the frequencies, unless the matrix elements involved vanish or the terms cancel.

## First derivation: keep the ground state and cancel the poles

**The unrestricted sum.** Expand the state in powers of the field:

$$i\partial_t|\psi^{(k)}\rangle=H_0|\psi^{(k)}\rangle-\sum_j\mu^jE_je^{-i\omega_jt}|\psi^{(k-1)}\rangle,\qquad|\psi^{(0)}\rangle=|g\rangle .$$

In first order, a component varying as $e^{-i\omega_3t}$ gives $(\omega_3-\omega_n)\psi^{(1)}_n=-\mu^3_{ng}E_3$. The amplitude is therefore $\mu^3_{ng}E_3/(\omega_n-\omega_3)$. Each further order adds one operator and one denominator containing all frequencies absorbed so far. The coefficient of $E_1E_2E_3$ in third order is

$$\psi^{(3)}_l:\quad\sum_{mn}\frac{\mu^1_{lm}\mu^2_{mn}\mu^3_{ng}}{(\omega_l-\omega_1-\omega_2-\omega_3)(\omega_m-\omega_2-\omega_3)(\omega_n-\omega_3)} .$$

All states are included, $g$ too. The evolution is unitary, so the norm stays 1 and the third-order dipole is $\sum_{k=0}^3\langle\psi^{(3-k)}|\mu^0|\psi^{(k)}\rangle$. The adjoint rule supplies the bras, and the four contributions have these operator strings and denominators:

- $k=3$: $\mu^0\mu^1\mu^2\mu^3$ with $(\omega_l-\omega_1-\omega_2-\omega_3)(\omega_m-\omega_2-\omega_3)(\omega_n-\omega_3)$
- $k=2$: $\mu^1\mu^0\mu^2\mu^3$ with $(\omega_l+\omega_1)(\omega_m-\omega_2-\omega_3)(\omega_n-\omega_3)$
- $k=1$: $\mu^1\mu^2\mu^0\mu^3$ with $(\omega_l+\omega_1)(\omega_m+\omega_1+\omega_2)(\omega_n-\omega_3)$
- $k=0$: $\mu^1\mu^2\mu^3\mu^0$ with $(\omega_l+\omega_1)(\omega_m+\omega_1+\omega_2)(\omega_n+\omega_1+\omega_2+\omega_3)$

Since the frequencies add to zero, all four follow one rule: $\omega_l$ plus the frequency of the first operator, $\omega_m$ minus those of the last two, $\omega_n$ minus that of the last. In the third line, for example, $\omega_1+\omega_2=-\omega_0-\omega_3$.

The product $E_1E_2E_3$ is symmetric, so the coefficient may be averaged over the $3!$ assignments of the fields. This average carries a factor $1/6$, which is the $1/6$ in the definition of $\gamma$. Four positions times six assignments give 24 orderings, each with weight one:

$$\gamma=\sum_P\sum_{l,m,n}\frac{\mu^0_{gl}\mu^1_{lm}\mu^2_{mn}\mu^3_{ng}}{(\omega_l+\omega_0)(\omega_m-\omega_2-\omega_3)(\omega_n-\omega_3)} .\tag{2}$$

The secular denominators are now visible: $\omega_0$ for $l=g$, $-(\omega_2+\omega_3)$ for $m=g$ and $-\omega_3$ for $n=g$. At finite $\eta$ none of them is zero, so the terms may be rearranged before $\eta\to0$.

**Removing the permanent dipole.** Write $|\psi\rangle=e^{i\theta(t)}|\psi'\rangle$ with $\dot\theta=\sum_a\langle g|\mu_a|g\rangle E_a(t)$. Then $|\psi'\rangle$ obeys the Schrödinger equation with $\bar\mu$ in place of $\mu$. The phase drops out of expectation values, and replacing the observed $\mu^0$ by $\bar\mu^0$ subtracts a constant, which has no third-order part. So $\gamma$ is unchanged when all four operators in (2) are replaced by $\bar\mu$. Because $\bar\mu_{gg}=0$, the terms with $l=g$ or $n=g$ vanish.

**Cancelling the remaining pole.** The terms with $m=g$ are left. Put

$$N=\bar\mu^0_{gl}\bar\mu^1_{lg}\bar\mu^2_{gn}\bar\mu^3_{ng},\quad s=\omega_0+\omega_1,\quad a=\omega_l+\omega_0,\quad b=\omega_n-\omega_3 .$$

The middle denominator is $-(\omega_2+\omega_3)=s$, so the ordering $(0,1,2,3)$ contributes $N/(sab)$. The ordering $(2,3,0,1)$ has the same product $N$, with denominators $\omega_n+\omega_2$, $-(\omega_0+\omega_1)$ and $\omega_l-\omega_1$. Since $\omega_1=s-\omega_0$ and $\omega_2=-s-\omega_3$, these are $b-s$, $-s$ and $a-s$. The two orderings together give

$$\frac Ns\Big[\frac1{ab}-\frac1{(a-s)(b-s)}\Big]=\frac Ns\,\frac{(a-s)(b-s)-ab}{ab(a-s)(b-s)}=-N\frac{a+b-s}{ab(a-s)(b-s)} .\tag{3}$$

The numerator in the middle is $-s(a+b-s)$, and its factor $s$ removes the pole. Splitting $a+b-s=(a-s)+b$ turns the right side into

$$-\frac{N}{ab(b-s)}-\frac{N}{a(a-s)(b-s)} .\tag{4}$$

The first term is the renormalization term of (1) for $(0,1,2,3)$, because $b-s=\omega_n+\omega_2$. The second is the one for $(2,3,0,1)$: its single factor is $\omega_n+\omega_2$, and its double factor is $(\omega_l-\omega_1)(\omega_l+\omega_0)$. The 24 orderings fall into 12 such pairs, so (2) becomes (1). No denominator is now secular, and $\eta\to0$ is harmless away from resonances.

The cancellation belongs to pairs of orderings, and a single ordering keeps its pole.

## Second derivation: never create the poles

The poles arise because the ground-state amplitude collects a phase that grows with time, and the expansion in powers of the field turns this phase into growing terms. The phase can be factored out first:

$$|\psi\rangle=c(t)\big(|g\rangle+|\chi(t)\rangle\big),\qquad\langle g|\chi\rangle=0 .$$

Let $V=-\sum_j\mu^jE_je^{-i\omega_jt}$ and $Q=1-|g\rangle\langle g|$. Inserting this form in the Schrödinger equation and dividing by $c$ gives

$$i\frac{\dot c}{c}\big(|g\rangle+|\chi\rangle\big)+i|\dot\chi\rangle=(H_0+V)\big(|g\rangle+|\chi\rangle\big).$$

The component along $g$ is $i\dot c/c=V_{gg}+\langle g|V|\chi\rangle$. Putting this into the component orthogonal to $g$ gives

$$i|\dot\chi\rangle=H_0|\chi\rangle+QV|g\rangle+Q(V-V_{gg})|\chi\rangle-\langle g|V|\chi\rangle|\chi\rangle .\tag{5}$$

The operator $V-V_{gg}$ has appeared by itself, so $\bar\mu$ needs no separate argument; in the other two places $\mu$ and $\bar\mu$ have equal matrix elements. The price is a nonlinear last term. The amplitude $c$ cancels in the expectation value if one divides by the norm:

$$\langle\bar\mu^0\rangle=\frac{(\langle g|+\langle\chi|)\,\bar\mu^0\,(|g\rangle+|\chi\rangle)}{1+\langle\chi|\chi\rangle}.$$

In third order this is

$$\langle g|\bar\mu^0|\chi^{(3)}\rangle+\langle\chi^{(1)}|\bar\mu^0|\chi^{(2)}\rangle+\text{c.c.}-\langle\chi^{(1)}|\chi^{(1)}\rangle\big(\langle g|\bar\mu^0|\chi^{(1)}\rangle+\text{c.c.}\big).$$

The linear terms of (5) generate the same chains as before, restricted to excited states. In the first two expressions and their conjugates, $\mu^0$ takes the four positions, which gives the ladder part of (1).

The nonlinear term adds a piece to $\chi^{(3)}$. Since $-\langle g|V|\chi^{(1)}\rangle$ contains $+\sum_n\bar\mu^2_{gn}\bar\mu^3_{ng}/(\omega_n-\omega_3)$, the component at $\omega_\sigma$ obeys

$$(\omega_\sigma-\omega_l)\,\chi^{(3)}_l=\sum_n\frac{\bar\mu^2_{gn}\bar\mu^3_{ng}}{\omega_n-\omega_3}\;\frac{\bar\mu^1_{lg}}{\omega_l-\omega_1} .$$

Dividing by $\omega_\sigma-\omega_l=-(\omega_l+\omega_0)$ supplies the minus sign. Multiplying by $\bar\mu^0_{gl}$, and using $N,a,b,s$ as above, gives

$$T_1=-\frac{N}{a(a-s)b} .$$

For the norm term, the adjoint rule gives $\langle\chi^{(1)}|\chi^{(1)}\rangle\to\sum_n\bar\mu^2_{gn}\bar\mu^3_{ng}/[(\omega_n+\omega_2)(\omega_n-\omega_3)]$. Multiplied by $-\langle g|\bar\mu^0|\chi^{(1)}\rangle$, it yields

$$T_2=-\frac{N}{(b-s)\,b\,(a-s)} .$$

On a common denominator the numerators of $T_1$ and $T_2$ are $b-s$ and $a$, so

$$T_1+T_2=-N\frac{a+b-s}{ab(a-s)(b-s)} ,$$

which is the right side of (3), and hence the two Orr–Ward terms (4). The conjugate expressions give

$$T_3=-\frac{\bar\mu^3_{gn}\bar\mu^2_{ng}\bar\mu^1_{gl}\bar\mu^0_{lg}}{(\omega_n+\omega_3)(\omega_l-\omega_0)(\omega_l+\omega_1)},\qquad T_4=-\frac{\bar\mu^1_{gl}\bar\mu^0_{lg}\bar\mu^2_{gn}\bar\mu^3_{ng}}{(\omega_l+\omega_1)(\omega_n-\omega_3)(\omega_n+\omega_2)} .$$

These are the renormalization terms of (1) for the orderings $(3,2,1,0)$ and $(1,0,2,3)$. Label 0 thus stands first and third in $T_1+T_2$, fourth in $T_3$ and second in $T_4$. The six assignments of the fields complete the 24 orderings, and (1) is obtained again.

This route shows what the negative part means. $T_1$ and $T_3$ come from the term $\langle g|V|\chi\rangle$ in $i\dot c/c$. Its real part is the field-induced shift of the ground level, which changes the detuning of the excited amplitudes. $T_2$ and $T_4$ come from normalization: population lent to excited states is missing from the ground state. In a static field along one direction the split is clean, and by the symmetry of $l$ and $n$ each cause supplies half of the second term of (6). In an oscillating field $\langle g|V|\chi\rangle$ also has an imaginary part, which makes $|c|$ oscillate, so $T_1$ and $T_3$ can then carry part of the population change as well.

## Two limits

**Static field.** With all frequencies zero, the 24 orderings are equal for a single field direction, and

$$\gamma=24\Big[\sum_{l,m,n\ne g}\frac{\bar\mu_{gl}\bar\mu_{lm}\bar\mu_{mn}\bar\mu_{ng}}{\omega_l\omega_m\omega_n}-\sum_{l\ne g}\frac{|\mu_{gl}|^2}{\omega_l}\sum_{n\ne g}\frac{|\mu_{gn}|^2}{\omega_n^2}\Big].\tag{6}$$

The energy obeys $dE/dF=-\langle\mu\rangle$ and the third-order dipole is $\gamma F^3/6$, so the energy contains $-\gamma F^4/24$.

**Harmonic oscillator.** Let the level spacing be $\Omega$ and the dipole linear in the coordinate. Starting from the ground state, the ladder part allows one path, $0\to1\to2\to1\to0$. Since $\mu_{12}=\sqrt2\,\mu_{01}$, its weight is $2\mu_{01}^4$. Put $A_j=\Omega+\omega_j$ and $B_j=\Omega-\omega_j$. The middle denominator is

$$2\Omega-\omega_2-\omega_3=B_2+B_3=A_0+A_1 ,$$

where the last step uses the zero sum of the frequencies. Adding the four orderings obtained by exchanging 0 with 1 and 2 with 3 gives

$$\frac{2\mu_{01}^4}{A_0+A_1}\Big(\frac1{A_0}+\frac1{A_1}\Big)\Big(\frac1{B_2}+\frac1{B_3}\Big)=\frac{2\mu_{01}^4}{A_0A_1}\Big(\frac1{B_2}+\frac1{B_3}\Big).$$

The function $1/(A_0A_1B_3)$, added over the same four orderings, gives $2(1/B_2+1/B_3)/(A_0A_1)$, because exchanging 0 and 1 does not change it. Therefore

$$\text{ladder}=\mu_{01}^4\sum_P\frac1{A_0A_1B_3},\qquad\text{renormalization}=-\mu_{01}^4\sum_P\frac1{A_0A_2B_3} .$$

Exchanging the labels 1 and 2 maps one sum on the other, so $\gamma=0$ for all nonresonant frequencies. The physical reason is that the Heisenberg equation for the coordinate, $\ddot x+\Omega^2x=\text{force}/\text{mass}$, is linear, and its driven solution has no cubic part.

**Weak anharmonicity.** Add $c\,q^4$ to the harmonic well, with $q=x/L$ and $L$ the oscillator length. A static field shifts the well by $|f|=LF/\Omega$ in $q$ (unit charge). To first order in $c$ the added energy is

$$c\langle(q+f)^4\rangle=c\big(\langle q^4\rangle+6f^2\langle q^2\rangle+f^4\big),$$

the odd terms averaging to zero. Equating $cf^4$ with $-\gamma F^4/24$ gives $\gamma=-24\,cL^4/\Omega^4$. For a weak quartic term the response is thus proportional to $c$, while each part of (6) remains of the order of its harmonic value. A cubic term contributes nothing to $\gamma$ in first order, because $\langle(q+f)^3\rangle$ contains no $f^4$.

## Numbers for a model well

An electron moves in a one-dimensional well with $\hbar\Omega=4$ eV, to which $0.2\,q^3+0.2\,q^4$ eV is added. The photon energy is 1 eV and $L=1.380$ Å. All values of $\gamma$ are in e Å⁴/V³.

In the harmonic well $\mu_{01}^2=L^2/2$, so each static part has size $24\mu_{01}^4/\Omega^3=6L^4/\Omega^3=6(3.629)/64=0.340$. The parts have opposite signs and cancel. At the third harmonic each grows to 0.829, and they still cancel.

In the anharmonic well (differences taken before rounding):

- static: $0.1777-0.1983=-0.0206$, or about $-5.30\times10^3$ a.u.
- refraction $(\omega,-\omega,\omega)$: $0.2105-0.2355=-0.0251$, or about $-6.44\times10^3$ a.u.
- third harmonic $(\omega,\omega,\omega)$: $0.3398-0.3825=-0.0426$, or about $-1.09\times10^4$ a.u.

In each case $|\gamma|$ is 10 to 11 % of the renormalization part, so a relative error in one part enters $\gamma$ eight to ten times enlarged.

The sign can be traced to the lowest levels. The gaps are 4.453 and 9.297 eV, with $|\mu_{01}|=0.924$ and $|\mu_{12}|=1.252$ e Å. Keeping the path through levels 1 and 2 gives a static ladder part of

$$\frac{24\,\mu_{01}^2\mu_{12}^2}{\omega_1^2\omega_2}=\frac{24(0.854)(1.568)}{(19.83)(9.297)}=0.174 ,$$

and level 1 alone gives a renormalization part of $-24\mu_{01}^4/\omega_1^3=-0.198$. Their sum, $-0.024$, has the right sign and is about 16 % larger in size than the full $\gamma$; the other paths supply the difference. In this truncation $\gamma$ is negative because $\mu_{12}^2/\omega_2=0.169$ is smaller than $\mu_{01}^2/\omega_1=0.192$. In the harmonic well the two ratios are equal.

Now detune the refraction frequencies to $(\omega,-\omega+d,\omega)$. For $d=0.1$, 0.01 and 0.001 eV, the largest single term with $g$ in the middle is 0.63, 6.1 and 61, growing as $1/d$. The sum of these terms is $-0.23577$, $-0.23553$ and $-0.23553$: it settles at the renormalization part.

With photons $d,2d,3d$ and the permanent dipole of 0.071 e Å retained, the largest ordering in (2) rises from 8.1 at $d=0.01$ eV to about 3600 at 0.001 eV. The sum stays at $-0.0206$.

Two tests avoid the sum over states. Energies in a finite static field give $-0.020617$, equal to (6) in all printed digits. For a field $F\cos\omega t$, each component has amplitude $F/2$ and three orderings contribute at $\omega$. The third-order dipole there is $\tfrac16\cdot3\cdot2(F/2)^3\gamma\cos\omega t=\tfrac18\gamma F^3\cos\omega t$. The quasienergy $\varepsilon$ obeys $d\varepsilon/dF=-\overline{\langle\mu\rangle\cos\omega t}$, whose third-order part is $-\gamma F^3/16$, so $\varepsilon$ contains $-\gamma F^4/64$. Floquet diagonalization then gives $-0.025071$, again the value from (1). A third test integrates the Schrödinger hierarchy in time for a four-level system in a two-colour field and agrees with (1); its values are in the numerical output.

For a quartic term of 0.0004 eV alone, the first-order law gives $-1.361\times10^{-4}$ and the full sum $-1.356\times10^{-4}$, while the ladder part is still 0.340.

## What each derivation assumes

Both derivations assume a nondegenerate ground state, a field switched on slowly, an expansion in powers of that field, and frequencies away from resonance. If another state is degenerate with $g$, its denominators also vanish with the photon frequencies, and the cancellation shown above for $g$ does not cover them in general. When the dipole couples the two states, $\gamma$ can diverge as the frequencies go to zero. Both also describe a closed system, without damping or local-field corrections. The cancellation (3) needs all four denominators to be built from the same level energies and from frequencies that add to zero; widths inserted by hand term by term can spoil it.

They differ in what they ask along the way. The first uses a linear hierarchy and the conserved norm, but its separate terms exist only at nonzero $\eta$ or for generic frequencies. It needs the phase argument for the permanent dipole and the complete set of orderings before the limit is taken. Dropping orderings judged to be far from resonance could remove one partner of a pair and leave a pole.

The second needs a nonvanishing ground-state amplitude $c$, which holds for weak fields, and it accepts a nonlinear equation and an explicit norm. In return each term is free of secular denominators from the start, and the slow switching serves merely to exclude free oscillations of $\chi$. The pairing of orderings is used there to reach the standard form (1), and finiteness does not depend on it.

## Computed results

```
oscillator quantum 4.0 eV, photon energy 1.0 eV
cubic term 0.2 eV, quartic term 0.2 eV
oscillator length 1.3802 A
harmonic: |mu_01| = 0.9760 e A
anharmonic: first gap 4.4528 eV, second 9.2969 eV
anharmonic: |mu_01| = 0.9241 e A, |mu_12| = 1.2523 e A
anharmonic: permanent dipole size 0.0713 e A
harmonic, static: ladder 0.340218, renorm. -0.340218 e A^4/V^3
   total/ladder below 1e-10: True
harmonic, refraction: ladder 0.421501, renorm. -0.421501 e A^4/V^3
   total/ladder below 1e-10: True
harmonic, third harmonic: ladder 0.829484, renorm. -0.829484 e A^4/V^3
   total/ladder below 1e-10: True
anharmonic, static: ladder 0.177715, renorm. -0.198332 e A^4/V^3
   gamma -0.020617 e A^4/V^3 = -5297.6 a.u.
anharmonic, refraction: ladder 0.210461, renorm. -0.235532 e A^4/V^3
   gamma -0.025071 e A^4/V^3 = -6441.9 a.u.
anharmonic, third harmonic: ladder 0.339841, renorm. -0.382456 e A^4/V^3
   gamma -0.042615 e A^4/V^3 = -10949.9 a.u.
static gamma from finite-field energies -0.020617 e A^4/V^3
refraction gamma from quasienergies -0.025071 e A^4/V^3
weak quartic term 0.0004 eV: gamma -1.3564e-04 e A^4/V^3
   first-order law -1.3609e-04 e A^4/V^3, ladder part 0.33957 e A^4/V^3
time-domain test: third-order dipole -2.545878 (model units)
   same from the formula -2.545878 (model units)
refraction detuned by d: ground state in the middle, e A^4/V^3
   d = 0.100 eV: largest term 0.6303, sum -0.235770
   d = 0.010 eV: largest term 6.1381, sum -0.235534
   d = 0.001 eV: largest term 61.2212, sum -0.235532
near-static photons d, 2d, 3d: all states, permanent dipole, e A^4/V^3
   d = 0.010 eV: largest term 8.066, sum -0.020622
   d = 0.001 eV: largest term 3591, sum -0.020617
```
